\section*{The temperature at which silicon's intrinsic density underflows double precision}

\section{The decision that depends on the estimate}

A Poisson--Schr\"odinger code for a transistor at cryogenic temperature needs a reference for its carrier densities. One choice is to store the intrinsic density $n_i$ and multiply it by the exponential of a potential. Another is to store $\ln n_i$, or to refer each density to its own band edge. The first choice requires at least that $n_i$ be an ordinary floating-point number. The temperature at which it ceases to be one sets a lower limit to the use of this choice; the operations performed with $n_i$ can raise that limit, as shown below.

The smallest normal number in IEEE double precision is
\begin{equation}
 n_{\min}=2^{-1022}=2.2251\times10^{-308},\qquad \ln n_{\min}=-708.396 .
\end{equation}
Smaller nonzero numbers, called subnormal, exist but carry fewer significant bits. We ask when $n_i$, stored as a number of carriers per cubic centimetre, falls below $n_{\min}$. The answer, about 9.1 K, depends on the unit and the number format as well as on silicon.

\section{The intrinsic density}

The model is pure bulk silicon in thermal equilibrium, with parabolic bands and a fixed gap $E_g$. Atomic units are used in the algebra, with $\theta=kT$ in hartree. The conduction band has six ellipsoidal valleys with masses $m_l,m_t,m_t$; the valence band has spherical heavy- and light-hole branches with masses $m_h$ and $m_{lh}$.

Let $\mu$ be the Fermi level and $E_c$ the conduction-band edge. When $E_c-\mu\gg\theta$, the Fermi function is close to $e^{-(E-\mu)/\theta}$. Counting two spins and six valleys,
\begin{equation}
 n=12\,e^{-(E_c-\mu)/\theta}\int\frac{d^3k}{(2\pi)^3}
 \exp\left[-\frac{1}{2\theta}\left(\frac{k_x^2+k_y^2}{m_t}+\frac{k_z^2}{m_l}\right)\right].
\end{equation}
Each direction gives a Gaussian integral $\int dk\,e^{-k^2/(2m\theta)}=\sqrt{2\pi m\theta}$. The three together give $(2\pi\theta)^{3/2}(m_lm_t^2)^{1/2}$, and division by $(2\pi)^3$ leaves
\begin{equation}
 n=N_ce^{-(E_c-\mu)/\theta},\quad
 N_c=2\left(\frac{m_c\theta}{2\pi}\right)^{3/2},\quad
 m_c^{3/2}=6(m_lm_t^2)^{1/2}.
\end{equation}
A hole is an empty valence state. Below the valence edge $E_v$ its probability is close to $e^{-(\mu-E)/\theta}$, so the same integral, summed over two branches, gives
\begin{equation}
 p=N_ve^{-(\mu-E_v)/\theta},\quad
 N_v=2\left(\frac{m_v\theta}{2\pi}\right)^{3/2},\quad
 m_v^{3/2}=m_h^{3/2}+m_{lh}^{3/2}.
\end{equation}
In the product $np$ the Fermi level cancels. Neutrality of the pure crystal requires $n=p=n_i$, hence
\begin{equation}
 n_i=Ne^{-E_g/2\theta},\qquad
 N=\sqrt{N_cN_v}=2(m_cm_v)^{3/4}\left(\frac{\theta}{2\pi}\right)^{3/2}.
 \label{ni}
\end{equation}

The Boltzmann approximation is harmless here. With $y=e^{-(E-\mu)/\theta}$, the Fermi function is $y/(1+y)=y-y^2+\cdots$, so the relative correction is of order $n_i/N$. At the threshold found below this ratio is $10^{-324.6}$.

\section{One equation with a large parameter}

Define $x=E_g/2\theta$. Then $\theta=E_g/2x$, and the condition $n_i=n_{\min}$ becomes
\begin{equation}
 2(m_cm_v)^{3/4}\left(\frac{E_g}{4\pi x}\right)^{3/2}e^{-x}=n_{\min},
\end{equation}
where $n_{\min}$ must here be expressed per cubic bohr. Taking logarithms and moving the terms in $x$ to one side,
\begin{equation}
 x+\tfrac32\ln x=L,\qquad
 L=\ln\frac{2(m_cm_v)^{3/4}(E_g/4\pi)^{3/2}}{n_{\min}}.
 \label{main}
\end{equation}
The numerator in $L$ is $N$ evaluated formally at $kT=E_g/2$. That temperature is a device of the algebra; silicon is not solid there.

There is one solution. From (\ref{ni}) at fixed gap,
\begin{equation}
 \frac{d\ln n_i}{d\ln T}=\frac32+x>0,
\end{equation}
so $n_i$ rises steadily with temperature and crosses any threshold once.

For large $L$ the logarithm in (\ref{main}) is small beside $x$. Write $x=L-\delta$. Substitution gives
\begin{equation}
 \delta=\tfrac32\ln(L-\delta)
 =\tfrac32\ln L+\tfrac32\ln\left(1-\frac{\delta}{L}\right).
\end{equation}
The last term is approximately $-3\delta/(2L)$. Replacing $\delta$ there by its leading value $\frac32\ln L$,
\begin{equation}
 \delta=\tfrac32\ln L-\frac94\frac{\ln L}{L}+O\left(\frac{\ln^2L}{L^2}\right).
\end{equation}
Since $x=L-\delta$, the sign of the correction reverses:
\begin{equation}
 x=L-\tfrac32\ln L+\frac94\frac{\ln L}{L}
 +O\left(\frac{\ln^2L}{L^2}\right).
 \label{asym}
\end{equation}
The term $-\frac32\ln L$ is the trace of $N\propto T^{3/2}$: the cold crystal has fewer thermally accessible states, so the threshold is met at a smaller $x$, that is, at a higher temperature.

A closed form serves as a control. Put $x=\frac32w$ in (\ref{main}) and divide by $\frac32$:
\begin{equation}
 w+\ln w=\tfrac23L-\ln\tfrac32
 \quad\Longrightarrow\quad we^w=\tfrac23e^{2L/3}.
\end{equation}
The function inverse to $we^w$ is the Lambert function $W$, and $w>0$ selects its principal branch. Therefore
\begin{equation}
 x=\tfrac32W\left(\tfrac23e^{2L/3}\right),\qquad T=\frac{E_g}{2kx}.
\end{equation}

\section{Numbers for silicon}

We take rough typical low-temperature values: $E_g=1.17$ eV, $m_l=0.92$, $m_t=0.19$, $m_h=0.49$ and $m_{lh}=0.16$ electron masses. They give $m_c=1.061$ and $m_v=0.549$, and at 300 K
\begin{equation}
 N=1.6741\times10^{19}\ \mathrm{cm^{-3}},\qquad \ln N=44.264 .
\end{equation}
This 300 K value serves only as a reference point for scaling the parabolic model. In real silicon the hole density-of-states mass grows with temperature, to about 1.0 at 300 K, and $N$ there is nearer $2.7\times10^{19}$ cm$^{-3}$. Here and below a logarithm of a density means that of its value in cm$^{-3}$. The gap sets the temperature scale
\begin{equation}
 T_g=\frac{E_g}{2k}
 =\frac{1.17\ \mathrm{eV}}{2(8.61733\times10^{-5}\ \mathrm{eV/K})}=6788.6\ \mathrm K,
\end{equation}
so that $x=T_g/T$. Scaling $N$ from 300 K to $T_g$ by the power $3/2$,
\begin{equation}
 L=44.264+\tfrac32\ln\frac{6788.6}{300}+708.396=757.34 .
\end{equation}
With $\ln L=6.630$, the successive forms of (\ref{asym}) are
\begin{align}
 x&\simeq L=757.34, &T&\simeq8.964\ \mathrm K,\\
 x&\simeq L-\tfrac32\ln L=747.395, &T&\simeq9.0831\ \mathrm K,\\
 x&\simeq747.395+0.020=747.415, &T&\simeq9.0828\ \mathrm K.
\end{align}
The Lambert solution is $x=747.415$ and $T=9.0828$ K. The extra digits serve to compare approximations to one equation; as a statement about silicon, the result is 9.1 K. At this temperature $kT=0.783$ meV and $N=8.82\times10^{16}$ cm$^{-3}$.

The role of the densities of states can now be separated. Omitting $N$ altogether, as though it were 1 cm$^{-3}$, gives $x=708.396$ and $T=9.58$ K. Holding $N$ at its 300 K value gives
\begin{equation}
 x_{300}=44.264+708.396=752.66,\qquad T_{300}=9.0195\ \mathrm K.
\end{equation}
The true $x$ contains $\ln N(T)$ instead, so $x_{300}-x=\frac32\ln(300\ \mathrm K/T)$. Since $T=T_g/x$ in both cases,
\begin{equation}
 \frac{T}{T_{300}}=\frac{x_{300}}{x}
 =1+\frac{3}{2x}\ln\frac{300\ \mathrm K}{T}
 =1+\frac{5.246}{747.415}=1.00702 .
\end{equation}
Thus, in the model with fixed masses, $N$ falls by a factor of about 190 between 300 K and the threshold, yet this moves the threshold by 0.7 per cent, or 0.06 K. The exponential absorbs the change with a slight adjustment of $T$.

The same expansion works less well when $L$ is modest. For a threshold of one pair per cm$^3$, with the gap still at 1.17 eV, $L=757.34-708.40=48.94$. The leading term gives 139 K, the logarithm brings this to 157.5 K, and the last term in (\ref{asym}) to 156.8 K. The logarithm now changes the temperature by more than a tenth, and the last term by 0.4 per cent. Letting the gap shrink with temperature, as described below, lowers the result to 155 K; the growth of the hole mass with temperature, left out of the model, lowers it by about 1 K more.

\section{Which parameters matter}

Let $N$ be multiplied by a constant factor $c$. On the threshold, $\ln c+\frac32\ln T-E_g/(2kT)$ is constant. Its differential is
\begin{equation}
 d\ln c+\tfrac32d\ln T-x(d\ln E_g-d\ln T)=0,
\end{equation}
and collecting the terms in $d\ln T$ gives
\begin{equation}
 d\ln T=\frac{x\,d\ln E_g-d\ln c}{x+\frac32}
 =0.998\,d\ln E_g-0.00134\,d\ln c .
 \label{sens}
\end{equation}
An error of 10 meV in the gap shifts the threshold by 0.08 K. A factor of two in $N$ shifts it by 0.008 K. The gap therefore deserves the care, and the masses need little.

Using the 300 K gap at low temperature is the larger error. The Varshni form $E_g(T)=E_g(0)-aT^2/(T+b)$, with rough parameters $a=4.7\times10^{-4}$ eV/K and $b=640$ K, gives 1.125 eV at 300 K. Inserting that value moves the threshold to 8.73 K. Evaluated self-consistently near 9 K, the same form changes the threshold by only $-0.0005$ K, which justifies holding the gap at its low-temperature value.

\section{Other thresholds and the order of operations}

\subsection{Zero, and other units}

Below $n_{\min}$ the spacing of representable numbers is fixed at $2^{-1074}$. With rounding to nearest, a positive value below half this spacing becomes zero. Replacing $n_{\min}$ by $2^{-1075}$ in $L$ gives 8.66 K. Between 8.66 and 9.08 K a correctly rounded $n_i$ survives with progressively fewer digits. If the processor is set to replace subnormal numbers by zero, this interval disappears.

A change of unit changes the stored number. Per cubic metre it is $10^6$ times larger, and normal precision lasts down to 8.92 K. Per cubic angstrom it is $10^{24}$ times smaller, and the threshold rises to 9.81 K. Choosing among these units moves the difficulty by less than a kelvin and does not remove it.

The square $n_i^2$, used in $p=n_i^2/n$, fails much earlier. It leaves the normal range when $\ln n_i=-354.198$. At the solution, $\ln N=39.978$, so
\begin{equation}
 T=\frac{6788.6\ \mathrm K}{354.198+39.978}=17.22\ \mathrm K.
\end{equation}
This is less than twice 9.08 K because only the logarithm of the threshold is halved; $\ln N$ is not.

\subsection{A product that vanishes too soon}

Suppose the machine evaluates $e^{-x}$ first and then multiplies by $N$. The exponential becomes subnormal at $x=708.396$, or 9.58 K, and zero at
\begin{equation}
 x=1075\ln2=745.133,\qquad T=9.111\ \mathrm K.
\end{equation}
The correct $n_i$ is still normal there, since it reaches $n_{\min}$ only at $x=747.415$. At 9.10 K the product returns zero, while $\exp(\ln N-x)$ returns $9.14\times10^{-308}$ cm$^{-3}$.

The last nonzero product is $4.38\times10^{-307}$ cm$^{-3}$. It is $N$ times the smallest subnormal number, $2^{-1074}$, and it exceeds $2^{-1022}$ because $N$ exceeds $2^{52}\simeq4.5\times10^{15}$. The stored density thus drops from a normal number straight to zero, with no subnormal result as a warning.

Accuracy is lost before that. At 9.2 K, $x=737.9$, and $e^{-x}$ is about 700 times the spacing $2^{-1074}$. Rounding by up to half a spacing permits a relative error of about $7\times10^{-4}$. The largest error found at sampled temperatures from 9.2 to 9.3 K is $6.65\times10^{-4}$, relative to the logarithmic form.

\subsection{An ordinary density lost at 4 K}

A vanishing $n_i$ does no harm as a charge density in Poisson's equation. It does harm when it is divided by, put in a logarithm, or multiplied by a huge factor. To see the last case, let $\mu_i$ be the Fermi level of the neutral pure crystal. Equating $n$ and $p$ gives
\begin{equation}
 \mu_i=\frac{E_c+E_v}{2}+\frac{\theta}{2}\ln\frac{N_v}{N_c}.
\end{equation}
For a Fermi level a distance $d$ below $E_c$, the density is $n=n_ie^u$ with
\begin{equation}
 u=\frac{\mu-\mu_i}{\theta}
 =\frac{E_g/2-d}{\theta}-\frac12\ln\frac{N_v}{N_c}.
\end{equation}
At 4 K and $d=10$ meV, $\ln n_i=-1659.37$ and $u=1668.64$. Separately, the exponentials are zero and infinity in double precision, and their product is undefined (NaN). Adding the exponents first gives
\begin{equation}
 n=e^{-1659.37+1668.64}\ \mathrm{cm^{-3}}=1.06\times10^4\ \mathrm{cm^{-3}} .
\end{equation}
The product fails even before $n_i$ leaves the normal range. With the same $d$, $u$ reaches 709.78, the logarithm of the largest double, at 9.41 K. Just below that temperature $e^u$ overflows although $n_i$ is still a normal number.

The equivalent form $n=N_ce^{-d/\theta}$ avoids the two large exponents. At 4 K, $d/\theta=29.0$, an unremarkable exponent. With the Fermi level far from the band, however, this product can still vanish too soon, just as $Ne^{-x}$ does. For a code that must work below about 20 K, the safer form is $\exp(\ln N_c-d/\theta)$, and its counterpart for holes: it avoids the failures above as long as the density itself is a normal number. Two limits apply. First, the form rests on Boltzmann statistics and needs $d\gg\theta$. At 4 K, $N_c$ is only $4.2\times10^{16}$ cm$^{-3}$, so an inversion channel or a contact is degenerate: with the Fermi level 10 meV above the edge, the form gives $1.7\times10^{29}$ cm$^{-3}$ where the Fermi--Dirac integral gives $5.0\times10^{18}$ cm$^{-3}$. There the band-edge reference is kept and the exponential is replaced by that integral. Second, minority densities do leave the normal range: with the $10^{15}$ acceptors per cm$^3$ considered below, the equilibrium electron density does so below about 17.7 K, and only its logarithm can then be stored with full precision.

\section{The model beside real silicon}

The gap and masses used are close to typical values for unstrained bulk silicon at low temperature. Warping of the valence bands raises the effective hole mass somewhat; taking $m_v=0.60$ instead of 0.549 lowers the threshold by 0.0008 K. The split-off band, about 44 meV below the edge, enters with a Boltzmann factor $10^{-24.4}$. Neither affects the estimate.

Confinement has a larger effect. Take a film with hard walls perpendicular to a cube axis, so that two of the six valleys have the mass $m_l$ across it. At a thickness of 5 nm, a scale relevant to thin silicon-on-insulator channels, the lowest electron and heavy-hole levels widen the gap by
\begin{equation}
 \Delta E_g=\frac{\pi^2}{2\ell^2}\left(\frac1{m_l}+\frac1{m_h}\right)=0.047\ \mathrm{eV},
\end{equation}
where $\ell$ is the thickness in bohr. By (\ref{sens}) this alone raises the threshold by 4.0 per cent, to 9.45 K. A sum over subbands, with $n_i$ averaged over the film volume, gives 9.43 K. The small difference comes from the prefactor. For motion across the film, one occupied level replaces the factor $\sqrt{m\theta/2\pi}$ by $1/\ell$, raising the density per occupied band by $\lambda/\ell$, with $\lambda=\sqrt{2\pi/m\theta}$. At 9.43 K, $\lambda$ is 25 nm for $m_l$ and 35 nm for $m_h$. Two of six valleys remain, giving $5.1/3=1.7$ for electrons; the heavy branch supplies 84 per cent of $m_v^{3/2}$, giving 5.8 for holes. Their geometric mean, 3.1, lowers $T$ by about 0.014 K. These film values belong to the model with spherical hole bands. The mass $m_h=0.49$ is an average over directions; along a cube axis the heavy-hole mass of silicon is about 0.28. With that mass across the film, the widening is 0.071 eV and the hard-wall threshold is near 9.6 K. Finite oxide barriers would alter the values again.

Real devices also break the assumption of purity, with a far larger effect on the carrier density. Consider $N_A=10^{15}$ cm$^{-3}$ acceptors at $E_A=45$ meV, without compensating donors. Measured from the valence edge, the Fermi level obeys $e^{-\mu/\theta}=p/N_v$. With the usual acceptor degeneracy of four, from two spins and two hole branches, neutrality reads
\begin{equation}
 p=\frac{N_A}{1+4(p/N_v)e^{E_A/\theta}} .
\end{equation}
At the threshold $N_v=5.38\times10^{16}$ cm$^{-3}$ and $E_A/\theta=57.5$. The second term in the denominator dominates, so
\begin{equation}
 p\simeq\left(\frac{N_AN_v}{4}e^{-E_A/\theta}\right)^{1/2}
 =1.2\times10^3\ \mathrm{cm^{-3}} .
\end{equation}
Even with nearly all acceptors frozen out, the hole density exceeds $n_i$ by more than 310 powers of ten. The equilibrium electron density, $n_i^2/p$, is $10^{-618.4}$ cm$^{-3}$. These values require compensating donors well below $10^3$ cm$^{-3}$, which real silicon does not reach. With $10^{12}$ donors per cm$^3$ added to the neutrality condition, $p$ falls to $1.4\times10^{-6}$ cm$^{-3}$, still about 302 powers of ten above $n_i$. The intrinsic density at 9 K is therefore a reference quantity in the equations and no prediction of the carriers in a sample.

Bias breaks equilibrium as well. For a uniform field $F$, mass $m$ and a triangular barrier of height $E_g$, the WKB exponent is
\begin{equation}
 2\int_0^{E_g/F}\sqrt{2m(E_g-Fz)}\,dz
 =\frac{4\sqrt{2m}\,E_g^{3/2}}{3F}.
\end{equation}
At 1 MV/cm with a rough mass of 0.15 it equals 33.5, against $x=747$ for thermal pairs. The triangular barrier is crude: in a gap the decay constant vanishes at both band edges, and the form $\kappa^2=2mE(1-E/E_g)$, with $E$ measured from one edge and the same mass, gives about 20. Such a field belongs to narrow, heavily doped junctions; lightly doped silicon breaks down by avalanche at a lower one. The exponent grows as $1/F$, so the comparison does not extend to weak fields. These exponents are not carrier densities, and silicon's indirect gap adds a further suppression through the need for a phonon. The gulf between them nevertheless shows that leakage in a cold junction at such a high field cannot be inferred from $n_i$. The main values are collected in the numerical output that follows.

\section*{Computed results}
\begin{verbatim}
Gap, low temperature: 1.17 eV
Electron masses l, t: 0.92, 0.19 m_e
Hole masses heavy, light: 0.49, 0.16 m_e
DOS masses c, v: 1.0614, 0.5492 m_e
Smallest normal double: 2.2251e-308
Its natural logarithm: -708.396
N at 300 K: 1.6741e+19 cm^-3
Nc at threshold: 1.4455e+17 cm^-3
Nv at threshold: 5.3804e+16 cm^-3
N at threshold: 8.8190e+16 cm^-3
ln(N in cm^-3) at threshold: 39.018
x = Eg/2kT at threshold: 747.415
L = x + 1.5 ln x: 757.340
kT at threshold: 7.8270e-04 eV
THRESHOLD, cm^-3 storage: 9.0828 K
Estimate without prefactor: 9.5831 K
Estimate with N frozen at 300 K: 9.0195 K
Shift from N(T): 0.702 percent
n_i rounds to zero below: 8.6581 K
Factored code gives zero below: 9.1106 K
Last nonzero factored value: 4.377e-307 cm^-3
Log-form n_i at 9.10 K: 9.139e-308 cm^-3
Factored n_i at 9.10 K: 0.0 cm^-3
Worst factored error, 9.2-9.3 K: 6.65e-04 relative
n_i squared underflows below: 17.2224 K
Threshold, m^-3 storage: 8.9183 K
Threshold, angstrom^-3 storage: 9.8064 K
d ln T / d ln Eg: 0.99800
d ln T / d ln N: -0.001335
Cold test temperature: 4.0 K
Fermi level below band: 0.010 eV
ln(n_i in cm^-3), cold test: -1659.37
Exponent u, cold test: 1668.64
Factored cold density: nan
Log-form cold density: 1.063e+04 cm^-3
Varshni parameters: 4.7e-04 eV/K, 640 K
Threshold change, Varshni gap: -4.63e-04 K
Varshni gap at 300 K: 1.1250 eV
Threshold if 300 K gap is misused: 8.7342 K
One pair per cm^3, Varshni gap: 155.0 K
Threshold, hole DOS mass 0.60 m_e: 9.0820 K
Split-off energy: 0.044 eV
log10 split-off Boltzmann factor: -24.4
log10(n_i/N) at threshold: -324.6
Film thickness: 5.0 nm
Film gap increase: 0.0470 eV
Threshold in film: 9.433 K
Acceptors: 1.0e+15 cm^-3, level 0.045 eV
Holes at threshold with acceptors: 1.202e+03 cm^-3
log10(minority electrons in cm^-3): -618.4
Tunnelling field: 1.0 MV/cm, mass 0.15 m_e
WKB tunnelling exponent: 33.5
\end{verbatim}
